# Why thin silicon wires oxidize slowly: interface stress and activation volume

**Question.** A silicon wire exposed to an oxidizing gas is surrounded by supply, yet under some conditions a thin wire loses silicon more slowly than a flat wafer. What does the Deal-Grove picture of diffusion and reaction predict for a cylinder, and what does stress at the interface change?

## What the oxidant does in a cylinder

Oxidant molecules dissolve in the outer oxide surface, diffuse through the oxide and react at the silicon. Let $a$ be the radius of the silicon core, $b$ the outer radius of the oxide and $R_0$ the initial radius of the bare wire. The consumed depth is $c=R_0-a$, and the recession speed is $u=-da/dt=dc/dt$, positive when silicon is lost.

One volume of silicon becomes $\gamma>1$ volumes of oxide. If the wire does not lengthen, the cross-sections obey $b^2-a^2=\gamma(R_0^2-a^2)$, so

$$b^2=\gamma R_0^2-(\gamma-1)a^2. \qquad (1)$$

The outer radius is therefore a function of the core radius alone.

Assume that the oxidant is dilute and its profile adjusts quickly compared with the motion of the interface. Gas transfer is taken as fast, so the concentration at $r=b$ has its equilibrium value $C^*$. In steady diffusion the inward flow through every cylinder is the same, so $rD\,dC/dr=F$ with constant $F$. Integration from $a$ to $b$ gives

$$C^*-C_a=\frac{F}{D}\ln\frac ba .$$

The reaction consumes a flux $kC_a$ per unit area, hence $F=akC_a$. Inserting this and solving for $C_a$,

$$C_a=\frac{C^*}{1+(ka/D)\ln(b/a)} .$$

If $N$ oxidant molecules are needed per unit volume of silicon, then $Nu=kC_a$. Let $k_0$ be the reaction constant without stress, and define $U=k_0C^*/N$ and $\ell=D/k_0$. The speed $U$ is that of an unstressed interface with no diffusion resistance; $\ell$ is the oxide thickness at which a flat film offers as much resistance as the unstressed reaction. Then

$$u\left[1+\frac{k}{k_0}\frac a\ell\ln\frac ba\right]=U\frac{k}{k_0},$$

and multiplication by $k_0/k$ gives

$$u\left[\frac{k_0}{k}+\frac a\ell\ln\frac ba\right]=U. \qquad (2)$$

The bracket is a sum of two resistances in series, reaction and transport.

A flat wafer has oxide thickness $x=\gamma c$ and recession speed

$$u_f=\frac{U}{1+\gamma c/\ell}. \qquad (3)$$

Since $dx/dt=\gamma u_f$, this is the Deal-Grove law $dx/dt=B/(A+2x)$ with $A=2\ell$ and $B=2\gamma U\ell$.

## Geometry alone has the wrong sign

Set $k=k_0$ and compare wire and wafer at equal consumed depth. From (1), $b^2-R_0^2=(\gamma-1)(R_0^2-a^2)$. Factoring both differences of squares,

$$b-R_0=(\gamma-1)c\,\frac{R_0+a}{R_0+b}<(\gamma-1)c,$$

because $a<b$. Adding $R_0-a=c$ gives $b-a<\gamma c$. Since $\ln(1+y)<y$ for $y>0$,

$$a\ln\frac ba<b-a<\gamma c .$$

The transport resistance of the wire is thus smaller than that of the wafer: its oxide is thinner, and the oxidant converges on a shrinking surface. The unstressed wire recedes faster at every depth. The time to reach a depth is $\int dc/u$, so it also reaches each depth earlier.

Its complete consumption takes a finite time,

$$t_0=\frac1U\int_0^{R_0}\left[1+\frac a\ell\ln\frac ba\right]da .$$

With $y=a^2/R_0^2$ one has $a\,da=R_0^2\,dy/2$ and $\ln(b/a)=\tfrac12\ln\{[\gamma-(\gamma-1)y]/y\}$. The two integrals needed are

$$\int_0^1\ln[\gamma-(\gamma-1)y]\,dy=\frac{\gamma\ln\gamma}{\gamma-1}-1,\qquad \int_0^1\ln y\,dy=-1 .$$

Their difference is $\gamma\ln\gamma/(\gamma-1)$, and the prefactor is $R_0^2/4$, so

$$t_0=\frac{R_0}{U}\left[1+\frac{R_0}{\ell}\frac{\gamma\ln\gamma}{4(\gamma-1)}\right]. \qquad (4)$$

Oxide thickness can mislead here. Under reaction control, an unstressed wire and a wafer consume equal depths in equal times, but $b-a<\gamma c$: the wire carries less oxide thickness because the oxide spreads around a growing circumference. A thin oxide is not by itself evidence of a slow reaction. The consumed depth is the better measure.

## How growth compresses the interface

New oxide forms between the silicon and the older oxide. Per unit interface area and time its volume is $\gamma u$. A part $u$ fills the space left by the silicon; the rest, $(\gamma-1)u$, pushes the older oxide outward. Treat the oxide as an incompressible Newtonian liquid of viscosity $\eta$ around a rigid core, with no axial flow. Incompressibility makes $rv$ constant, so

$$v(r)=\frac Ar,\qquad A=(\gamma-1)ua .$$

The strain rates are $dv/dr=-A/r^2$ radially, $v/r=+A/r^2$ around the circumference and zero along the axis. With tensile stress positive and $\sigma_m$ the mean stress,

$$\sigma_{rr}=\sigma_m-\frac{2\eta A}{r^2},\qquad \sigma_{\theta\theta}=\sigma_m+\frac{2\eta A}{r^2}.$$

Force balance requires $d\sigma_{rr}/dr=(\sigma_{\theta\theta}-\sigma_{rr})/r$. Inserting the stresses,

$$\frac{d\sigma_m}{dr}+\frac{4\eta A}{r^3}=\frac{4\eta A}{r^3},$$

so $\sigma_m$ is uniform. At the free outer surface $\sigma_{rr}(b)=0$, which fixes

$$\sigma_m=\frac{2\eta A}{b^2}=2\eta(\gamma-1)\frac{ua}{b^2}>0. \qquad (5)$$

The compressive normal stress at the interface, counted positive, is

$$P=-\sigma_{rr}(a)=2\eta A\left(\frac1{a^2}-\frac1{b^2}\right)=2\eta(\gamma-1)\frac ua\left(1-\frac{a^2}{b^2}\right). \qquad (6)$$

The older oxide acts like a band being stretched by the new oxide that forms beneath it. The band is in tension around its circumference, and for that reason it presses inward. "Compressive interface stress" therefore means the radial traction; the mean stress in the same oxide is tensile. A reaction law that used the mean stress with a positive activation volume would predict acceleration.

## The reaction must make room

Suppose the reacting site must expand by a volume $V>0$ to reach its transition state, and that this expansion displaces the oxide along the interface normal. The work against the traction is $PV$, and it adds to the activation free energy:

$$k=k_0\exp\left(-\frac{PV}{k_BT}\right). \qquad (7)$$

This is a constitutive assumption, and mechanics alone does not supply it. It says which stress component the reaction feels and takes $V$ as constant.

By (6), $P$ is proportional to $u$, so write $PV/k_BT=su$ with

$$s=\frac{2\eta(\gamma-1)V}{k_BT}\,\frac{1-a^2/b^2}{a}.$$

Equation (2) becomes

$$u\left[e^{su}+\frac a\ell\ln\frac ba\right]=U. \qquad (8)$$

The speed creates the stress that limits the speed. For $s\geq0$ the left side rises steadily from zero, so there is one solution. At the unstressed speed the left side already exceeds $U$ whenever $s>0$, so the solution lies below that speed. Because $b$ depends on $a$ alone, this holds at each core radius, and integrating $da/u$ shows that the stressed wire reaches every smaller radius later.

The strength of the effect is set by a length,

$$\lambda=\frac{2\eta(\gamma-1)VU}{k_BT},\qquad sU=\frac\lambda a\left(1-\frac{a^2}{b^2}\right). \qquad (9)$$

Once the oxide is thick compared with the core, strong retardation of a reaction-controlled wire requires $a$ to be well below $\lambda$. If transport dominates instead, so that $(a/\ell)\ln(b/a)\gg e^{su}$, equation (8) gives $u\approx U\ell/[a\ln(b/a)]$ and the stress hardly matters.

The tension (5) might open the oxide and ease diffusion. That cannot lift the limit set by the reaction. The transport term is never negative, so (8) implies $ue^{su}\le U$, or $(su)e^{su}\le sU$. With the Lambert function $W(z)$, defined for $z\ge0$ by $We^W=z$,

$$u\le\frac{W(sU)}s. \qquad (10)$$

At given radii this ceiling holds for any diffusivity, provided that $C^*$ and the reaction law are unchanged. Where the reaction is the main resistance, easier diffusion therefore cannot undo the retardation. Where transport dominates, it could make the stressed wire faster than an unstressed wire with the original diffusivity.

## When is the wire slower than a wafer?

Being slower than an unstressed wire does not guarantee being slower than a wafer, because the geometric gain works in the other direction. Since the left side of (8) increases with $u$, the wire is slower at equal depth if and only if that side, evaluated at $u_f$, exceeds $U$. By (3), $U=u_f(1+\gamma c/\ell)$. Division by $u_f$ gives the condition

$$e^{su_f}-1>\frac{\gamma c-a\ln(b/a)}\ell. \qquad (11)$$

At the start, $c\ll R_0$ and $b-a\approx\gamma c$, so $1-a^2/b^2\approx2\gamma c/R_0$. The right side of (11) vanishes to first order in $c$, whereas the left side does not. For $sU\ll1$ and $\gamma c\ll\ell$ the initial fractional slowing is

$$1-\frac u{u_f}\approx sU\approx\frac{2\lambda\gamma c}{R_0^2}. \qquad (12)$$

Within this purely viscous model every wire therefore begins by falling below the wafer speed, although for a wide wire the difference is minute. The statement does not carry over to an oxide with elasticity: before the oxide has had time to relax, its stress grows as $c^2$, the same order as the geometric gain, and (12) does not apply.

To find where the geometric gain takes over, expand for $R_0\gg c$. Equation (1) gives

$$b\approx R_0+(\gamma-1)c-\frac{\gamma(\gamma-1)c^2}{2R_0}.$$

Hence $b-a\approx\gamma c-\gamma(\gamma-1)c^2/(2R_0)$. The logarithm contributes a further $-(b-a)^2/(2a)\approx-\gamma^2c^2/(2R_0)$, so

$$\gamma c-a\ln\frac ba\approx\frac{\gamma(2\gamma-1)c^2}{2R_0}.$$

For small $su_f$ the left side of (11) is $2\lambda\gamma c/[R_0^2(1+\gamma c/\ell)]$. Equating the two sides and solving for $R_0$ gives the crossover radius

$$R^*\approx\frac{4\lambda\ell}{(2\gamma-1)c(1+\gamma c/\ell)}. \qquad (13)$$

Stress slowing falls as $1/R_0^2$ and the geometric gain as $1/R_0$, so stress wins in thin wires and geometry in wide ones. Equation (13) compares instantaneous speeds at equal depth and needs $R^*\gg c$. The crossover for depths accumulated over equal times need not coincide with it.

## Does the core ever stop shrinking?

Late in the process $b\gg a$, and the transport term vanishes as $a\to0$. Then $sU\approx\lambda/a$, and (8) gives

$$u\approx\frac{aU}\lambda W,\qquad W=W(\lambda/a).$$

Put $z=\lambda/a=We^W$. Differentiating its logarithm gives $dz/z=(1+1/W)\,dW$. Also $dz/z=-da/a=UW\,dt/\lambda$. Equating the two,

$$\frac{U\,dt}\lambda=\frac{1+W}{W^2}\,dW,$$

and integration from time $t_1$ to $t_2$ yields

$$\frac{U(t_2-t_1)}\lambda=\left[\ln W-\frac1W\right]_{t_1}^{t_2}. \qquad (14)$$

As $a\to0$, $W$ grows without limit, and so does the time. For this Newtonian oxide there is no finite completion time, in contrast to (4), but there is no finite radius at which the core stops either. A smaller core recedes more slowly: from $u\propto aW$ the local exponent is $d\ln u/d\ln a=W/(1+W)$, about 0.7 for a core of 2 nm in the example below, and it approaches 1 only as $a\to0$. The stress rises logarithmically. The divergence of the time is very weak, of order $(\lambda/U)\ln\ln(\lambda/a)$; in the example the core needs only about 2100 s to go from 2 nm to 1 nm, so this law delays consumption but does not make it self-limiting in practice. In a purely viscous oxide, genuine arrest at a finite radius would need something further, such as a viscosity that grows without limit, and fast enough, during oxidation. Even then, a finite shear modulus would keep the stress finite at each nonzero radius, so the core would slow enormously rather than stop. The continuum description itself fails before $a$ reaches atomic size.

## A wire of 20 nm radius

Take a model wire with round parameters, not fitted to measured silicon: $T=1200$ K, $\gamma=2.2$, $U=0.005$ nm/s, $\ell=100$ nm, $\eta=5\times10^{12}$ Pa s and $V=0.01$ nm³. Nanometres, seconds and gigapascals are the natural units. Then $k_BT/V=1.657$ GPa, and with $\eta=5000$ GPa s

$$\lambda=\frac{2(5000)(1.2)(0.005)}{1.657}\ \text{nm}\approx36.2\ \text{nm}.$$

The initial radius is below the stress length, though not far below it, so a clear but moderate effect is expected.

Integrating (8) for 1800 s from $R_0=20$ nm gives $a=14.65$ nm and $b=24.95$ nm. Here $1-a^2/b^2=0.655$, and (9) gives $sU=36.21(0.655)/14.65\approx1.62$. The solution of (8) is $u=0.002293$ nm/s, so the exponent is

$$su=1.62\times\frac{0.002293}{0.005}\approx0.743 .$$

The interface compression is $P=0.743\times1.657\approx1.23$ GPa, and the reaction resistance is $e^{0.743}\approx2.10$. The transport resistance is 0.078. Their sum reproduces the speed:

$$u=\frac{0.005}{2.103+0.078}\ \text{nm/s}=0.00229\ \text{nm/s}.$$

Without stress, the same radii would give $0.005/1.078=0.00464$ nm/s. Stress has halved the rate by slowing the reaction, since transport is a minor resistance here. Removing transport resistance altogether would raise the speed only to the ceiling (10), 0.00234 nm/s.

A separate numerical solution at these radii, with diffusion treated by finite volumes and the flow computed for a large but finite bulk viscosity, also gives 0.002293 nm/s. It confirms the mean tension of 0.65 GPa as well.

After 1800 s the consumed depths are as follows; the flat wafer has lost 8.25 nm.

| $R_0$ (nm) | without stress (nm) | with stress (nm) |
|---:|---:|---:|
| 10 | 8.66 | 3.66 |
| 20 | 8.48 | 5.35 |
| 40 | 8.38 | 6.89 |
| 80 | 8.32 | 7.80 |

The two columns run in opposite directions. Without stress, thinner wires lose more silicon than the wafer; with stress, they lose less. The 20 nm wire has lost 65% of the wafer's depth.

The warning about thickness also shows up. The unstressed 10 nm wire carries 13.4 nm of oxide against 18.2 nm on the wafer, although it has consumed more silicon.

At a depth of 8 nm, condition (11) puts the crossover at 451 nm; the expansion (13) gives 453 nm. A wire of 2000 nm radius lies beyond it. After 1800 s it has lost 8.2530 nm with stress, against 8.2511 nm for the wafer. This excess of about 0.02% matters for the sign of the argument, not for any practical measurement.

The delay grows as the 20 nm wire thins. Reaching $a=10$ nm takes 4181 s with stress and 2134 s without. Reaching 2 nm takes 11,475 s and 3876 s. By (4) the unstressed wire would vanish after

$$t_0=4000\,(1+0.0723)\ \text{s}\approx4289\ \text{s}\approx71\ \text{min},$$

when the stressed core is still almost 10 nm in radius.

## How far the explanation reaches

The viscous law assumes that elastic stress relaxes quickly. With a chosen shear modulus $G=30$ GPa the relaxation time is $\eta/G=167$ s. This is short compared with 1800 s and with $a/u\approx6400$ s at the end of the run, so most of the oxide has had time to relax. The first few minutes are nevertheless not described reliably. Later, too, there is always a layer next to the core that is younger than the relaxation time; at the end of the run it is about 0.8 nm thick. If it forms without shear stress, the compression is somewhat lower than (6) and the retardation somewhat weaker. If the oxide is much stiffer against flow, elastic stress must be included from the outset; the compression is then bounded by the elastic strain, and $\lambda$ no longer sets the size of the effect. This is the likely case for dry oxide at 1200 K: the chosen $U$ and $\ell$ resemble dry oxidation, but the low-stress viscosity of dry silica at that temperature is orders of magnitude above the value chosen here, so the Newtonian example should be read as a model of the mechanism only.

Large stresses can also make the oxide flow more easily. Let $\tau=(\sigma_{\theta\theta}-\sigma_{rr})/2$ be the shear stress. For the Newtonian oxide $\tau=2\eta A/r^2$. A simple shear-thinning law replaces this by

$$\tau=\tau_c\,\operatorname{arsinh}\left(\frac{2\eta A}{r^2\tau_c}\right).$$

Force balance now reads $d\sigma_{rr}/dr=2\tau/r$, and integration to the free surface gives

$$P=\int_a^b\frac{2\tau}r\,dr. \qquad (15)$$

Since $\operatorname{arsinh}y<y$ for $y>0$, the compression at a given speed is lower than before. It remains positive and still increases with $u$, so the retardation relative to an unstressed wire is weakened but not reversed. The late stage does change in kind: with this law the integral of $da/u$ down to $a=0$ converges, so the continuum core disappears after a finite time, though later than without stress. For $\tau_c=1$ GPa the 20 nm wire ends at $a=14.32$ nm instead of 14.65 nm, while the unstressed wire ends at 11.52 nm. Most of the effect survives at this chosen value of $\tau_c$, but the result is sensitive to it: for $\tau_c=0.1$ GPa the wire ends at about 12.7 nm, which keeps only some 40% of the difference.

The model also leaves out cracking, crystal facets, flow at the wire ends, the in-plane stress of a flat oxide, and the faster initial growth that dry oxides of the thickness met here (below about 20 nm) show relative to the Deal-Grove law. Cracking is a serious omission: from (5) and (6), the circumferential tension at the interface is $P+2\sigma_m\approx2.5$ GPa in the Newtonian example. Finally, $\eta$ and $V$ enter the growth law (8) only through their product, so growth curves at one temperature cannot determine them separately. The calculation shows that, in this model and with the parameters chosen here, normal compression acting on a reaction with positive activation volume is sufficient to reverse the geometric trend in thin wires. How large the effect is in a real oxide depends on its measured viscosity, its shear thinning and the activation volume. It does not show that no other mechanism contributes in a real wire.

The numerical output below gives the full set of values.

## Values computed for the example and the checks

```
temperature = 1200 K
volume ratio gamma = 2.2
reaction-limited speed U = 0.005 nm/s
transport length ell = 100 nm
viscosity eta = 5.0e+12 Pa s
activation volume V = 0.010 nm^3
stress scale kB*T/V = 1.657 GPa
stress length lam = 36.21 nm
stress time lam/U = 7243 s
shear modulus (chosen) = 30 GPa
relaxation time eta/G = 167 s
MAIN WIRE: R0 = 20 nm, time = 1800 s
core radius a = 14.646 nm
outer radius b = 24.952 nm
core radius without stress = 11.518 nm
recession speed u = 0.002293 nm/s
stress-free speed at same a, b = 0.004638 nm/s
u from coupled numerical fields = 0.002293 nm/s
interface compression P = 1.231 GPa
mean oxide stress (tension) = 0.647 GPa
reaction factor k/k0 = 0.4756
reaction resistance k0/k = 2.1026
transport resistance = 0.0780
s*U = 1.6206
upper bound W(sU)/s = 0.002341 nm/s
stress-free completion time = 4289.1 s
time to a = 10 nm: with stress 4181 s, without 2134 s
time to a = 5 nm: with stress 7843 s, without 3232 s
time to a = 2 nm: with stress 11475 s, without 3876 s
FLAT WAFER: depth = 8.2511 nm, oxide = 18.1524 nm
SIZE TABLE (nm): R0, depth free, depth stressed, oxide free, oxide stressed
    10    8.6645    3.6621   13.4246    6.7692
    20    8.4817    5.3536   15.3294   10.3051
    40    8.3789    6.8945   16.5466   13.8502
    80    8.3194    7.7996   17.2816   16.2560
  2000    8.2541    8.2530   18.1142   18.1120
crossover radius at depth 8 nm: exact 451.2 nm, formula 452.9 nm
criterion trials slower than flat: 142 of 300
SHEAR THINNING: tau_c = 1.0 GPa
core radius with shear thinning = 14.317 nm
interface compression with thinning = 1.133 GPa
```
